# The desorption prefactor of a localised harmonic adatom from detailed balance, part 2

We seek the rate $k_{\rm d}$ at which an adatom that has become thermalised on a surface of temperature $T$ desorbs. In the formulas $\hbar=1$, and $kT$ is an energy. Energies are measured from a ground-level atom at rest far from the surface.

An adatom of mass $m$ sits in a potential $V$ with its minimum at $-E$. The model takes the well as harmonic, with angular frequencies $\omega_x,\omega_y$ (lateral) and $\omega_z$ (vertical), and holds the substrate atoms at rest. The area per site is $A$. A site holds at most one adatom, adatoms do not interact, and $\theta$ is the fraction of occupied sites. The sticking probability $s$ is the fraction of the thermal flux striking empty sites that becomes thermalised there. The free atom and the adatom have electronic degeneracies $g_{\rm gas}$ and $g_{\rm ads}$.

Detailed balance gives $k_{\rm d}=\nu e^{-E/kT}$ with
$$\nu=\frac{g_{\rm gas}}{g_{\rm ads}}\frac{sAm\omega_x\omega_y\omega_z}{4\pi^2kT}
=\frac{g_{\rm gas}}{g_{\rm ads}}\,s\,\frac{\omega_z}{2\pi}\,\frac{Am\omega_x\omega_y}{2\pi kT}.\tag{10}$$
A gas of density $n_{\rm g}$ has the one-way flux $J=n_{\rm g}\sqrt{kT/2\pi m}$ per unit area.

For constant $s$, with $\beta=1/kT$, the slope of an Arrhenius plot gives
$$E_{\rm Arr}=-\frac{d\ln k_{\rm d}}{d\beta}=E-kT.\tag{8}$$

Quantised vibration multiplies the classical rate by
$$\prod_i\frac{\sinh(\omega_i/2kT)}{\omega_i/2kT}\simeq1+\frac1{24}\sum_i\left(\frac{\omega_i}{kT}\right)^2,\tag{9}$$

For a classical adatom in any deep well, with $g_{\rm gas}=g_{\rm ads}$ and $s=1$, the rate is a flux over a volume:
$$k_{\rm d}=\frac{A}{Z}\sqrt{\frac{kT}{2\pi m}}\;e^{-E/kT},\qquad
Z=\int e^{-(V+E)/kT}\,d^3r,\tag{11}$$
where the integral covers the bound region of one site. For the harmonic well, $Z$ (written $Z_{\rm harm}$ below) is the product of the three Gaussian integrals $\sqrt{2\pi kT/(m\omega_i^2)}$.

### Proposition 2: sticking enters the desorption rate

It may seem odd that the probability of staying on arrival should govern departure. The reason can be shown in a model in which the state $i$ of the atom is its energy. Let $W_{ij}$ be the rate of jumps from $i$ to $j$ caused by the substrate, and $\kappa_i$ the rate of escape, which is zero for bound states. Let $p_i$ be the equilibrium population, normalised to one adatom. The substrate obeys detailed balance, $p_iW_{ij}=p_jW_{ji}$.

Let $h_i$ be the probability that an atom in state $i$ reaches the deep states of the well before it escapes. For the deep states $h_i=1$. For the others, the next event is a jump or an escape, and therefore
$$\Big(\kappa_i+\sum_jW_{ij}\Big)h_i=\sum_jW_{ij}h_j.\tag{12}$$
In equilibrium with a gas, escape from each state is balanced by entry. The incoming atoms are thus distributed as $\kappa_ip_i$, and the sticking probability is
$$s=\frac{\sum_i\kappa_ip_ih_i}{\sum_i\kappa_ip_i}.\tag{13}$$

**Statement.** With no gas present, and with desorption slow compared with thermalisation, the desorption rate is $s$ times the equilibrium one-way flux $\sum_i\kappa_ip_i$.

**Proof.** Because the loss is slow, the deep states keep their equilibrium populations, and the populations $\pi_i$ of the other states are steady:
$$\sum_j\pi_jW_{ji}=\Big(\kappa_i+\sum_jW_{ij}\Big)\pi_i.$$
Try $\pi_i=p_ih_i$. By detailed balance the left side is $\sum_jp_jh_jW_{ji}=p_i\sum_jW_{ij}h_j$. The right side is $p_i(\kappa_i+\sum_jW_{ij})h_i$. The two are equal by Eq. (12), and on the deep states $\pi_i=p_i$ as required. The rate of loss is $\sum_i\kappa_i\pi_i=\sum_i\kappa_ip_ih_i$, which by Eq. (13) equals $s\sum_i\kappa_ip_i$. ∎

The proof shows what happens physically. A substrate that takes up energy poorly also supplies it poorly. The states from which atoms escape are then refilled too slowly from below, and their population drops under the equilibrium value.

A numerical case gives the size of the effect. Let the energy run from $-16kT$ to $12kT$ in steps of $0.1kT$, with equal numbers of states in each step. Let atoms above zero escape at unit rate. A jump that changes the energy by $\Delta kT$ has the rate $0.1\,c\,e^{-|\Delta|-\Delta/2}$, where $c$ is the strength of coupling to the substrate. With the states below $-8kT$ taken as deep, solving the linear equations (12) gives $s=0.056$, $0.26$ and $0.77$ for $c=0.05$, $0.3$ and $3$. The slowest decay rate, found by diagonalising the matrix of rates, is the one-way flux multiplied by these same numbers.

Since $s\le1$, Eq. (10) with $s=1$ is the largest rate that the classical harmonic model with a frozen substrate allows for given frequencies, depth and degeneracies. Effects outside that model can raise the rate further, as shown below.

### A copper adatom on copper

The example is a Cu adatom on a terrace of Cu(100) at 1000 K. The parameters are rough typical values: $E=2.80$ eV, a site spacing $a=2.56$ angstrom, vibrational quanta of $0.011$ eV for both lateral directions and $0.015$ eV for the vertical one, and $s=1$. The site area is $A=a^2=6.55$ angstrom², and $kT=0.0862$ eV.

Copper brings in the degeneracies. The free atom has one unpaired electron and is a spin doublet, so $g_{\rm gas}=2$. On the metal, the adatom's electrons mix with the conduction electrons, and the adatom is taken to have no free spin, so $g_{\rm ads}=1$. The factor of two applies in full if atoms of both spin directions stick. If half of the thermal flux were reflected because of its spin, $s$ would be $\tfrac12$ and would offset it.

The mass is $1.158\times10^5$ electron masses. With $\hbar^2/m_{\rm e}=7.62$ eV angstrom², this gives $\hbar^2/m=6.58\times10^{-5}$ eV angstrom². The localisation factor in Eq. (10) is then
$$\frac{Am\omega_x\omega_y}{2\pi kT}
=\frac{6.55\times(0.011)^2}{6.58\times10^{-5}\times2\pi\times0.0862}\simeq22.3 .$$
The vertical frequency is $\omega_z=2.28\times10^{13}$ s⁻¹, so $\omega_z/2\pi=3.63\times10^{12}$ s⁻¹. The prefactor for equal degeneracies is the product, $8.1\times10^{13}$ s⁻¹. The spin factor raises it to $\nu=1.6\times10^{14}$ s⁻¹.

The Boltzmann factor is $e^{-E/kT}=7.7\times10^{-15}$. Hence
$$k_{\rm d}=1.6\times10^{14}\ {\rm s^{-1}}\times7.7\times10^{-15}\simeq1.2\ {\rm s^{-1}},$$
and the mean time to desorption is $0.8$ s. The Arrhenius energy $E-kT$ is $2.71$ eV.

Let copper vapour at 1000 K and a pressure $P=10^{-8}$ Torr be in contact with the terrace. Since $n_{\rm g}=P/kT$, atoms arrive at an empty site at the rate
$$r=sAJ=\frac{sAP}{\sqrt{2\pi mkT}}=9.1\times10^{-4}\ {\rm s^{-1}}.$$
If adatoms are exchanged with the vapour alone, the steady state $r(1-\theta)=k_{\rm d}\theta$ gives $\theta=r/(r+k_{\rm d})=7.3\times10^{-4}$. Without interaction, only about $4\theta=0.3\%$ of the adatoms would have a neighbour. Attraction between adatoms raises this share, roughly by the factor $e^{\epsilon/kT}$ for an energy $\epsilon$ gained per pair. With $\epsilon=0.3$ eV, for example, it would be about a tenth. This case is already close to condensation into islands. On a square lattice with attraction between nearest neighbours, below the critical temperature, condensation sets in when the ratio $r/k_{\rm d}$ reaches $e^{-2\epsilon/kT}$. Here that happens for $\epsilon$ above about $0.31$ eV. The neglect of interaction is therefore an assumption of the example, which the low coverage alone does not justify.

### What the harmonic, frozen model leaves out

**Quantised vibration.** The ratios $\hbar\omega_i/kT$ are $0.128$, $0.128$ and $0.174$. One twenty-fourth of the sum of their squares is $0.0026$. On the frozen lattice the quantum correction thus raises the rate by $0.3\%$, which is negligible here.

**Anharmonicity.** A real well softens outward. A model potential with the same depth and frequencies is
$$V+E=E(1-w)^2+\frac U2w^2\left[2-\cos\frac{2\pi x}a-\cos\frac{2\pi y}a\right],\quad w=e^{-\alpha z}.$$
Its first term is a Morse potential. The second is a corrugation that fades away from the surface. Expansion about the minimum gives $m\omega_z^2=2E\alpha^2$ and $m\omega_x^2=\tfrac12U(2\pi/a)^2$, and the second relation yields $U=0.61$ eV.

The leading change of $Z$ has two parts. At fixed $w$, let $\phi=2\pi x/a$ and $u=Uw^2/2kT$. One lateral integral contains
$$e^{-u(1-\cos\phi)}\simeq e^{-u\phi^2/2}\left(1+\frac{u\phi^4}{24}\right).$$
The Gaussian average of $\phi^4$ is $3/u^2$, so the integral grows by the fraction $1/8u$. For two directions, with $w\simeq1$, this is $kT/2U$.

The second part comes from the vertical motion. The two lateral widths are each proportional to $1/w$, and $dz=-dw/(\alpha w)$, so the vertical integral contains $w^{-3}$ with the weight $e^{-E(1-w)^2/kT}$. Let $w=1+t$, where $\langle t\rangle=0$ and $\langle t^2\rangle=kT/2E$. Then $\langle(1+t)^{-3}\rangle\simeq1+6\langle t^2\rangle=1+3kT/E$. Altogether
$$\frac{Z}{Z_{\rm harm}}\simeq1+\frac{kT}{2U}+\frac{3kT}E .\tag{14}$$
At 1000 K the two corrections are $0.07$ and $0.09$. Summing the full integral for $Z$ on a grid in $x$ and $z$ gives a larger change: the rate in this model is $0.81$ times the harmonic one.

**Motion of the substrate.** Let $K_{\rm a}$ be the matrix of force constants of the adatom over a frozen lattice, $K_{\rm L}$ that of the bare lattice, and $H$ that of the two together. The classical momentum integrals are the same with and without coupling, and cancel. A configuration integral over a quadratic potential is proportional to $(\det)^{-1/2}$. Letting the lattice move therefore multiplies the rate by
$$\left(\frac{\det H}{\det K_{\rm L}\,\det K_{\rm a}}\right)^{1/2}.\tag{15}$$
Two effects compete. The lattice yields, which softens the well, and the adatom's bonds stiffen the atoms beneath it. For one spring $\kappa$ attached to one coordinate of stiffness $K$ the effects cancel, since $\det H=\kappa(K+\kappa)-\kappa^2=\kappa K$.

An adatom in a fourfold hollow has four bonds, and the cancellation is lost. Equation (15) was evaluated for a slab with equal springs between nearest neighbours, four moving layers on a fixed one and a periodic cell of $6\times6$ atoms. The factor is $1.30$, so in this model the stiffening prevails. A $4\times4$ cell also gives $1.30$, and a $14\times14$ cell with ten moving layers gives $1.295$. The size of the factor depends on the model of the forces. A many-body potential for copper (the second-moment form of Cleri and Rosato), with the atoms relaxed, gives about $1.1$.

If the last two corrections are treated as independent, their product is $0.81\times1.30\simeq1.05$. This near cancellation belongs to these two models and these parameters. For given frequencies, sticking and degeneracies, it is safer to read the prefactor as uncertain by some tens of per cent. The rough values of the frequencies add to this, because the prefactor contains the product of all three: if each is 20% too low, the true prefactor is 1.95 times the calculated one, and if each is 20% too high, it is 0.58 times the calculated one. The frequencies required are those of the adatom over a frozen lattice. The many-body potential mentioned above gives quanta of about $0.014$ eV laterally and $0.020$ eV vertically, and hence a prefactor $2.2$ times larger than the one computed here, with $E\simeq2.9$ eV. For copper the prefactor is thus uncertain by a factor of two or more.

**Excited atoms in the vapour.** The lowest excited level of the free copper atom lies roughly $1.4$ eV up and has degeneracy 6. Its population relative to the ground level is $(6/2)e^{-1.4/0.0862}\simeq3\times10^{-7}$, which is negligible.

**The depth of the well.** Lowering $E$ by $0.1$ eV at fixed frequencies multiplies the rate by $e^{0.1/0.0862}=3.2$. This outweighs each correction above, including the spin factor. The rate of $1.2$ s⁻¹ is therefore an order of magnitude for copper.

### Steps, and the comparison with a real surface

The model assumes a perfect terrace, whereas a real copper surface has steps, at which an adatom can be captured. In the model well, the path to a neighbouring site crosses a bridge where $V+E=E(1-w)^2+Uw^2$. This is smallest at $w=E/(E+U)$, where it equals the barrier $E_{\rm b}=EU/(E+U)=0.50$ eV.

If each crossing of a barrier is counted as one hop to a neighbouring site, the hopping rate over one barrier is again a flux over a volume. In one dimension it is
$$\sqrt{\frac{kT}{2\pi m}}\left(\frac{2\pi kT}{m\omega_x^2}\right)^{-1/2}e^{-E_{\rm b}/kT}=\frac{\omega_x}{2\pi}e^{-E_{\rm b}/kT},$$
if the other two frequencies are taken to be the same at the barrier as in the well. With $\omega_x=1.67\times10^{13}$ s⁻¹ and four exits, the total is $3.2\times10^{10}$ hops per second. Strong friction from the substrate makes atoms turn back after crossing, and weak friction lets them fly over several sites at once. The distances and times that follow are therefore orders of magnitude.

During its $0.8$ s on the surface the adatom would make $2.5\times10^{10}$ hops. For hops in independent directions, the root-mean-square distance is $a$ times the square root of this number, or $4\times10^5$ angstrom (about 40 micrometres).

A surface cut 0.1° away from the (100) plane has much narrower terraces: steps one layer high measure $a/\sqrt2=1.8$ angstrom, so they lie about 1000 angstrom apart. To cross 1000 angstrom takes about $(1000/2.56)^2\simeq1.5\times10^5$ hops, or $5\times10^{-6}$ s. The chance of desorbing first is of the order of $5\times10^{-6}/0.8\simeq6\times10^{-6}$. An atom needs to reach only the nearer step, and the average over starting points between two absorbing steps is a third of this, about $2\times10^{-6}$. Nearly every adatom on such a terrace meets a step before it desorbs, provided that nothing hinders it on the way.

This does not alter $k_{\rm d}$, which is a rate per adatom on the terrace. It alters the coverage, which is now governed by exchange with the steps, so it no longer follows the applied pressure. The value $7.3\times10^{-4}$ found above remains roughly right in this example only because $10^{-8}$ Torr is close to the equilibrium vapour pressure of copper at 1000 K. If the steps keep the adatoms at the coverage $\theta_{\rm eq}$ that belongs to equilibrium with the solid, the flux that evaporates from unit area follows from detailed balance at the equilibrium vapour pressure $P_{\rm eq}$:
$$\frac{k_{\rm d}\theta_{\rm eq}}A=(1-\theta_{\rm eq})\frac{sP_{\rm eq}}{\sqrt{2\pi mkT}} .$$
The temperature dependence of evaporation is then dominated by that of $P_{\rm eq}$. It contains the energy needed to take an atom from the solid into the vapour, and not $E$ alone. An Arrhenius plot of the evaporation of copper therefore does not yield the well depth of an adatom under these conditions.

In deposition from a hot source there is a further difference. The arriving atoms do not have the temperature of the substrate, and their sticking probability belongs to their own distribution of energies. The $s$ in Eq. (10) remains the average over a thermal flux at the surface temperature, because it describes, through time reversal, the atoms that the surface itself sends out.
